Which transitions may screen the exchange term in the Bethe-Salpeter equation

**Q.** The Bethe-Salpeter kernel has two terms. The direct attraction between electron and hole uses the screened interaction W, but the exchange term uses the bare Coulomb interaction v. Both act in the same polarizable medium, so I would put W in both.

**A.** Let us see where each term comes from. The kernel is the derivative of the one-particle potential with respect to the Green's function. That potential is the Hartree potential plus the self-energy iGW. Differentiating iGW, with δW/δG neglected, leaves W: this is the direct term. The Hartree potential is

V_H(r) = ∫ v(r,r′) ρ(r′) dr′,

so its derivative with respect to the density is v. This is the exchange term, despite its name.

**Q.** That is formal. The medium still responds to the electron-hole pair. Where is that response, if the interaction is bare?

**A.** It appears when the equation is solved. Take a finite closed-shell system with real orbitals, a static W in the direct term, and Hartree atomic units. Let i, j be occupied orbitals, a, b empty ones, and Δ the diagonal matrix of gaps ε_a − ε_i. Define

V = (ia|jb), D = (ij|W|ab), C = (ib|W|ja).

A local potential u, oscillating at frequency ω, changes the density matrix of each spin by X_ia in its ai element and Y_ia in its ia element. With S = X + Y, the density change is

δρ(r) = Σ n_ia φ_i(r)φ_a(r), n = 2S,

where the 2 counts spins. The Hartree change is therefore Vn = 2VS. The direct term acts within one spin, so it has no factor 2 and a minus sign. The linearized equations of motion are

(Δ − ω)X = −u − 2VS + DX + CY
(Δ + ω)Y = −u − 2VS + CX + DY.

Add them, then subtract them, with T = X − Y:

(Δ − D − C + 4V)S − ωT = −2u
(Δ − D + C)T = ωS.

Call M = Δ − D − C and Q = Δ − D + C. The second line gives T = ωQ⁻¹S, and the first becomes

[M + 4V − ω²Q⁻¹]S = −2u.

Since n = 2S, the response defined by n = χu is

χ = −4[M + 4V − ω²Q⁻¹]⁻¹.

Its inverse separates:

χ⁻¹ = χ̃⁻¹ − V, χ̃⁻¹ = −¼[M − ω²Q⁻¹].

Here χ̃ contains the direct term but no exchange. A perturbation of opposite sign for the two spins produces no Hartree change, so the poles of χ̃ are the triplet energies. Those of χ are the singlet energies.

**Q.** And the screening?

**A.** Write χ̃⁻¹ = χ⁻¹ + V and multiply by χ̃ on the left and χ on the right:

χ = χ̃ + χ̃Vχ = χ̃ + χ̃Vχ̃ + χ̃Vχ̃Vχ̃ + …

Each χ̃ between two V's is a polarization bubble. The pair recombines, its Coulomb field creates another pair, and so on. This is the medium responding, and each chain occurs once.

**Q.** So if I replace V by W, I add the same bubbles again. How badly does that miscount?

**A.** First build W from the same χ̃, at the same frequency:

W = V + VχV.

Set x = χ̃V, so that χ = (1 − x)⁻¹χ̃. Then

χ̃W = x + x(1 − x)⁻¹x = x(1 − x)⁻¹.

The response with W as exchange is

χ′ = (1 − χ̃W)⁻¹χ̃.

Because 1 − x(1 − x)⁻¹ = (1 − 2x)(1 − x)⁻¹, this is

χ′ = (1 − x)(1 − 2x)⁻¹χ̃ = ½[1 + (1 − 2x)⁻¹]χ̃.

The last step uses 1 − x = ½[(1 − 2x) + 1]. Expanding, the term with n ≥ 1 interactions is ½(2x)ⁿχ̃ = 2ⁿ⁻¹xⁿχ̃. A chain of n interactions has n − 1 bubbles between them. Each bubble can be assigned either to the inside of a W or to the iteration of the equation, which gives 2ⁿ⁻¹ copies. The first-order term is right; the error begins at second order.

In closed form,

χ′ = ½[χ̃ + χ(2V)],

where χ(2V) is the response with doubled exchange.

**Q.** Doubled? I expected screening to weaken the exchange.

**A.** The sign depends on frequency. For a single transition, χ̃ = −4/(M − ω²/Q). This is negative at ω = 0 but positive above the triplet pole ω² = QM, where the singlet lies. There the first added bubble, Vχ̃V, is positive, but the effect on the exchange must be read from the whole sum, W = V/(1 − x) with x = 4V/(ω²/Q − M). Between the triplet and the singlet x > 1 and W is negative. At the singlet x = 1 and W diverges. Above it 0 < x < 1 and W exceeds V. The pole condition x/(1 − x) = 1 gives x = ½, where W = 2V.

The closed form also shows what happens to the spectrum. Half of each triplet-energy pole strength appears in the singlet response, together with half of each pole strength of the doubled-exchange problem. A true singlet pole is absent unless it coincides with one of these.

**Q.** But in practice I would use a static W from the random-phase approximation (RPA).

**A.** Then the error has a different appearance. The RPA omits D and C, so

W(0) = V − 4V(Δ + 4V)⁻¹V.

V is positive semidefinite, because it gives the electrostatic energy of a charge distribution. The subtracted matrix is positive semidefinite too, so W(0) ≤ V. For any static exchange matrix K, the poles satisfy (M + 4K)S = ω²Q⁻¹S. With S = Q^½z this becomes

Q^½(M + 4K)Q^½z = ω²z.

For a stable reference with positive Q, lowering K lowers each ordered ω² or leaves it unchanged. The result looks like ordinary screening.

The factor 2ⁿ⁻¹ no longer applies, since the bubbles in W(0) are static and lack the direct term. They are still repeats: the chain χ̃Vχ̃Vχ̃ already contains the RPA bubble, as the part of its middle χ̃ without direct interactions. There the bubble is evaluated at the frequency ω; W(0) adds the same diagram again, frozen at ω = 0.

**Q.** Can you show the size of this in a molecule?

**A.** Take planar ethylene with C–C 1.34 Å, C–H 1.09 Å and H–C–C angle 121.5°. I use the 6-31G basis, Hartree-Fock orbitals and energies, and the static RPA W in the direct term. There are 144 transitions, all retained. GW corrections to the orbital energies, a converged basis, nuclear motion and dynamical direct screening are left out, so these numbers compare kernels and do not predict a spectrum. Diagonalization gives, for the π→π* state:

- no exchange (triplet): 0.1786 hartree = 4.86 eV
- bare exchange (singlet): 0.3411 hartree = 9.28 eV
- static W as exchange: 0.2872 hartree = 7.82 eV
- doubled exchange: 0.4087 hartree = 11.12 eV

Static screening lowers the singlet by 1.47 eV and reduces the singlet-triplet splitting from 4.42 to 2.96 eV. These sizes depend on the basis. In cc-pVDZ the bare singlet is 9.07 eV and the lowering 1.29 eV; in aug-cc-pVDZ they are 8.20 and 0.79 eV. The order of the four energies stays the same.

For the dynamical W, define the strength f of a pole Ω by its contribution f/(Ω² − ω²) to the polarizability along C–C. Numerical contour integrals of χ′ around the poles give 0.910 at 4.86 eV, half of the 1.821 in χ̃. They give zero at 9.28 eV, where the true strength is 1.405. At 11.12 eV they give 0.482, half of the 0.964 in χ(2V).

**Q.** You have compared two kernels. What says that the bare one is right, without using your response formula?

**A.** Apply a static field and let the orbitals settle. I took fields of ±10⁻⁴ atomic units along C–C and iterated the orbitals to self-consistency. The potential included the changes in the Hartree term and in the exchange self-energy with W frozen. No exchange kernel is chosen in this calculation. The induced dipole gives a polarizability of 28.08 atomic units. The response formula gives 28.08 with V and 36.59 with W(0), which is 30% too large. Freezing W is the same neglect of δW/δG that we made in the kernel. If W is rebuilt from the orbitals in the field, within the static screened-exchange self-energy, the polarizability rises only to about 29.0. In aug-cc-pVDZ the two response values are 31.46 and 39.82, a 27% excess. The orbitals screen the field themselves, through the bare Hartree potential.

**Q.** Then why is the direct term allowed to contain W? Does solving the equation not screen that as well?

**A.** The bubbles sit in a different place. In the direct term the electron and hole both persist and exchange an interaction line. W puts closed bubbles inside that line. Iterating the direct term adds further lines between the same two particles. Iterating the exchange term makes the pair recombine and create a new one. Neither puts a bubble inside a direct line, so W there repeats nothing.

**Q.** Suppose I cannot keep every transition. Surely the missing ones should screen the exchange?

**A.** Yes. Let A be the kept set and B the excluded set, and suppose first that D and C do not couple them. Then χ̃ has separate blocks, and

n_A = χ̃_A(u_A + V_AA n_A + V_AB n_B)
n_B = χ̃_B(u_B + V_BA n_A + V_BB n_B).

Solve the second line:

n_B = χ_B(u_B + V_BA n_A), χ_B = (χ̃_B⁻¹ − V_BB)⁻¹.

Insert it in the first:

n_A = χ̃_A(u_A + V_AB χ_B u_B + W_B n_A)
W_B(ω) = V_AA + V_AB χ_B(ω) V_BA.

The exchange in A is now W_B, screened by B alone. The light field changes as well. For a dipole perturbation u = d, the total response d·n is

d_eff·n_A + d_B·χ_B d_B, d_eff = d_A + V_AB χ_B d_B.

Screening the exchange but leaving the dipoles bare would therefore give the wrong intensities.

**Q.** Why not use the full W in A? It includes B.

**A.** It includes A too. A test density m in A produces the potential W_B m after B has responded. A then responds with n_A = χ_AA W_B m, which adds W_B n_A. Hence the full interaction in A is

W_AA = W_B + W_B χ_AA W_B.

This is the earlier relation with V replaced by W_B, so the same algebra gives ½[χ̃_A + χ_A(2W_B)], where χ_A(2W_B) = (χ̃_A⁻¹ − 2W_B)⁻¹.

**Q.** Does a static W_B suffice?

**A.** It does if the B excitations that couple to the state lie well above it. We have

χ_B(ω) = −4[M_B + 4V_BB − ω²Q_B⁻¹]⁻¹.

Below those poles it becomes more negative as ω grows, so W_B(ω) ≤ W_B(0) ≤ V_AA. The static energy then lies between the bare and the dynamical ones. This ordering holds right up to the lowest coupled B pole, but as ω approaches that pole W_B(ω) moves far from W_B(0) and the static approximation may become poor. Above the pole the ordering itself can fail.

In ethylene, keep the 3 π→π* transitions and exclude the 105 σ→σ* ones. The remaining transitions decouple by reflection in the molecular plane. An estimate with the main transition alone shows the effect. Its gap is 0.5438, D = 0.3471 and C = 0.0514 hartree, so M = 0.1453 and Q = 0.2481 hartree. With exchange element K, Ω = √[Q(M + 4K)]:

- bare, K = 0.1115: Ω = √(0.2481 × 0.5913) = 0.383 hartree
- static W_B, K = 0.0782: Ω = √(0.2481 × 0.4581) = 0.337 hartree
- full static RPA W(0), K = 0.0514: Ω = √(0.2481 × 0.3509) = 0.295 hartree

With all three kept transitions, the energies are 10.26, 9.14 and 8.00 eV. The reference, which treats A and B together without direct coupling between them, is 9.03 eV. The errors are +1.23, +0.11 and −1.03 eV. The lowest B pole that couples to this state lies at 15.2 eV, well above it. With the same partition in aug-cc-pVDZ (21 kept transitions) the errors shrink to +0.52, +0.06 and −0.54 eV, with the same signs and order. Solving self-consistently with W_B(ω) recovers the reference. If B is treated in the RPA, the static result is 9.44 eV: without its direct terms, B screens less here.

**Q.** And if the direct term does couple A and B?

**A.** Then eliminate B from the whole inverse response N = χ⁻¹:

χ_AA⁻¹ = N_AA − N_AB N_BB⁻¹ N_BA, N_AB = (χ̃⁻¹)_AB − V_AB.

The product contains exchange-exchange, direct-exchange and direct-direct parts, so screening the exchange no longer describes all of B's effect. Restoring this coupling in ethylene moves the singlet from 9.03 to 9.28 eV. That 0.25 eV is larger than the 0.11 eV error of the static W_B. In aug-cc-pVDZ the two values are 0.09 and 0.06 eV.

**Q.** So before screening the exchange, I should ask which transitions made the screening.

**A.** And remove those that your equation will sum itself. With every transition in the basis, none is left and the exchange is v. This is the rule for a finite system. In a crystal the exchange is still unscreened, but optical absorption uses v without its long-range G = 0 component; the full v gives the energy-loss poles.
